# What temperature does a quasirandom alloy structure represent?

**Question**

I am computing the mixing energy of a binary fcc alloy at equal composition. I use a special quasirandom structure (SQS): a periodic cell of 32 atoms whose pair correlations in the first few shells equal those of a random alloy. I have been taking its energy as the energy of the solid solution at the annealing temperature, about 1000 K, and adding the ideal entropy \(k\ln 2\) per atom to get a free energy.

A colleague objects that the real alloy has short-range order and that my cell has none. I had assumed that a better SQS, with more shells matched, would take care of this. Does it? If not, which state does the SQS describe, in which direction is my energy wrong, and can I estimate the error without a full simulation? Does the answer depend on whether the atoms prefer like or unlike neighbours?

**Answer**

Matching more shells does not help. The SQS describes the alloy at infinite temperature, where every arrangement of the atoms is equally likely. At a finite temperature the equilibrium alloy favours arrangements of lower energy, so its mean energy lies below the random average, which the SQS is built to reproduce, whichever neighbours the atoms prefer. At high temperature the leading correction is the variance of the configurational energy divided by \(kT\). The free energy changes by half as much.

**What the SQS reproduces**

Put the atoms on a fixed set of \(N\) lattice sites, and let \(\sigma_i=+1\) or \(-1\) say which species is on site \(i\). The composition is fixed by \(m=\frac1N\sum_i\sigma_i\), and equal composition means \(m=0\). Each arrangement has an energy \(E(\sigma)\), which may include the relaxation of the atoms around their sites. I take this function to be independent of temperature.

For explicit formulas I use pair interactions,
\[
E=\frac12\sum_{i\neq j}J_{ij}\sigma_i\sigma_j ,
\]
where the factor \(\frac12\) compensates for counting each pair twice. A positive \(J\) favours unlike pairs. Constants and terms linear in \(\sigma\) are omitted because they do not vary at fixed composition.

Let shell \(s\) contain \(z_s\) neighbours with interaction \(J_s\), and let \(\Pi_s\) be the mean of \(\sigma_i\sigma_j\) over its pairs. Then
\[
\frac EN=\frac12\sum_s z_sJ_s\Pi_s .
\]
In a large random alloy different sites are uncorrelated, so \(\Pi_s=m^2\). With pair interactions, an SQS with \(\Pi_s=m^2\) in all interacting shells therefore has the energy of the random average. With many-body interactions, the correlations of the clusters involved must match as well. Temperature appears nowhere in this construction. Matching another shell removes an error in the random average, and does nothing to bring in the correlations of the annealed alloy.

A finite cell cannot match everything. At \(m=0\) the spins of your 32-site cell sum to zero. Hence \(\sum_{j\neq i}\sigma_i\sigma_j=-\sigma_i^2=-1\), and the correlations with the other 31 sites cannot all vanish. This leftover is a property of the cell, not thermal short-range order.

**Why the sign does not depend on the interaction**

Let \(\beta=1/kT\). In equilibrium at fixed composition,
\[
\langle E\rangle_T=\frac{\sum_\sigma E\,e^{-\beta E}}{\sum_\sigma e^{-\beta E}} .
\]
Differentiating the numerator gives \(-\langle E^2\rangle_T\), and differentiating the denominator gives \(+\langle E\rangle_T^2\). Thus
\[
\frac{d\langle E\rangle_T}{d\beta}
=-\left(\langle E^2\rangle_T-\langle E\rangle_T^2\right)\le0 .
\]
Infinite temperature is \(\beta=0\). As \(\beta\) grows from there, the mean energy can only fall or stay constant, and it stays constant only if all arrangements have the same energy. No assumption about the sign or range of the interactions was needed. An alloy that prefers unlike neighbours gains energy by forming more unlike pairs, and one that prefers like neighbours gains it by forming more like pairs.

**The size of the correction**

Let \(W\) be the number of arrangements at the given composition, and let \(\langle\cdot\rangle_0\) be the average over them with equal weights. Write \(E_0=\langle E\rangle_0\) and \(x=E-E_0\). The partition function is
\[
Z=\sum_\sigma e^{-\beta E}=W e^{-\beta E_0}\langle e^{-\beta x}\rangle_0 .
\]
Since \(\langle x\rangle_0=0\), the exponential gives
\[
\langle e^{-\beta x}\rangle_0
=1+\frac{\beta^2}{2}\langle x^2\rangle_0
-\frac{\beta^3}{6}\langle x^3\rangle_0+O(\beta^4).
\]
In the logarithm, the square of the \(\beta^2\) term first contributes at order \(\beta^4\). Define the variance and third moment per site, \(V=\langle x^2\rangle_0/N\) and \(K_3=\langle x^3\rangle_0/N\). Then \(F=-kT\ln Z\) becomes
\[
F=E_0-kT\ln W+N\left[-\frac{V}{2kT}+\frac{K_3}{6(kT)^2}+\dots\right].
\]
The first two terms are the free energy you have been using: the random energy and the ideal entropy. The bracket is the correction \(\Delta F/N\).

The energy follows from \(\langle E\rangle_T=\partial(\beta F)/\partial\beta\). In \(\beta F\) the correction terms are \(-N\beta^2V/2\) and \(+N\beta^3K_3/6\), so differentiation gives
\[
\frac{\Delta E}{N}=-\frac{V}{kT}+\frac{K_3}{2(kT)^2}+\dots
\]
The derivative of \(\beta^2\) supplies the factor of two between energy and free energy. Physically, half of the energy gain is paid for by lost entropy:
\[
\frac{\Delta S}{N}=\frac{\Delta E-\Delta F}{NT}
=-\frac{V}{2kT^2}+\dots
\]
Adding the full \(-V/kT\) to a free energy that still contains the ideal entropy would therefore double the leading correction.

**The variance from the interactions**

Write \(\sigma_i=m+\delta_i\) and \(S=\sum_jJ_{ij}\). Multiplying out the pair energy gives
\[
E=\frac N2m^2S+mS\sum_i\delta_i
+\frac12\sum_{i\neq j}J_{ij}\delta_i\delta_j .
\]
At fixed composition \(\sum_i\delta_i=0\), so only the last term varies. As \(\sigma_i^2=1\), each site has \(\langle\delta_i^2\rangle_0=1-m^2\).

Now square the last term, written as a sum over distinct pairs. For large \(N\), a pair multiplied by itself gives \(J_{ij}^2(1-m^2)^2\). Two different pairs leave at least two sites with a single factor \(\delta\), whose average vanishes for independent sites. Fixing the composition does correlate the sites weakly. Pairs that share a site then contribute about \(N\) terms of order \(1/N\), and separate pairs about \(N^2\) terms of order \(1/N^2\). Both totals stay finite as \(N\) grows and drop out of the variance per site. There are \(z_s/2\) pairs per site in shell \(s\), hence
\[
V=\frac12(1-m^2)^2\sum_s z_sJ_s^2 .
\]
The squares show again why the sign of \(J\) does not matter at this order.

The composition must be held fixed. If it fluctuated freely, the linear term would add \(m^2S^2(1-m^2)\) to the variance per site. That part reflects changes of composition, not short-range order.

At \(m=0\) the third moment is also simple. A product of three pairs survives the average if every site occurs an even number of times, which requires the pairs to form a closed triangle. The three pairs can be chosen in \(3!\) orders, so
\[
K_3=6\times(\text{sum of }J_{ij}J_{jk}J_{ki}\text{ over triangles, per site}).
\]
\(K_3\) changes sign when all \(J\) change sign, so where it is not zero, ordering and clustering alloys differ from this order on. It vanishes if the interacting pairs form no triangles, as with nearest-neighbour interactions on the bcc lattice.

**The same result from the correlations**

Short-range order can be described by the Warren–Cowley parameter
\[
\alpha_s=\frac{\Pi_s-m^2}{1-m^2},
\]
which is zero for random occupation and negative when unlike pairs are in excess. To first order in \(\beta\), the Boltzmann factor gives
\[
\langle\delta_i\delta_j\rangle_T\simeq-\beta\langle\delta_i\delta_j\,x\rangle_0
=-\beta J_{ij}(1-m^2)^2 ,
\]
because only the term of \(x\) with the same pair survives. Division by \(1-m^2\) yields
\[
\alpha_s\simeq-\frac{(1-m^2)J_s}{kT}.
\]
The energy relative to the random alloy is
\[
\frac{\Delta E}{N}=\frac12\sum_sz_sJ_s(1-m^2)\alpha_s
\simeq-\frac{(1-m^2)^2}{2kT}\sum_sz_sJ_s^2=-\frac V{kT}.
\]
One factor of \(J\) measures how strongly the pair is correlated, the other how much energy that correlation is worth.

At \(m=0\) the next term comes from \(\frac12\beta^2\langle\sigma_i\sigma_jx^2\rangle_0\). The two pairs taken from \(x^2\) must form a path from \(i\) to \(j\) through a third site \(k\). Their two orders cancel the factor \(\frac12\):
\[
\alpha_{ij}\simeq-\frac{J_{ij}}{kT}+\frac{1}{(kT)^2}\sum_kJ_{ik}J_{kj}.
\]
Two sites can therefore be correlated through a common neighbour even if their own interaction is weak.

**A worked case at 1000 K**

Take an fcc model at equal composition with \(J_1=0.50\) mRy for the 12 first neighbours and \(J_2=-0.25\) mRy for the 6 second neighbours. These are round parameters, not those of a particular alloy. The variance per site is
\[
V=\tfrac12\left[12(0.50)^2+6(-0.25)^2\right]=1.6875\ \text{mRy}^2 .
\]
For \(K_3\), count triangles. Every first-neighbour pair has 4 common first neighbours. With 6 such pairs per site, and each triangle counted from its three sides, there are \(6\times4/3=8\) triangles per site. Every second-neighbour pair also has 4 common first neighbours, and 3 such pairs per site give 12 triangles with one second-neighbour side. No other triangle closes within these two shells. Hence
\[
K_3=6\left[8(0.50)^3+12(0.50)^2(-0.25)\right]=1.50\ \text{mRy}^3 .
\]

At 1000 K, \(kT=6.334\) mRy. The leading energy correction is \(-1.6875/6.334=-0.266\) mRy per atom, or \(-3.6\) meV. The next term adds \(1.50/(2\times6.334^2)=0.019\) mRy, giving \(-0.248\) mRy. A Monte Carlo simulation of 2048 sites gives \(-0.2513\pm0.0006\) mRy, where the uncertainty is the statistical standard error. This energy change is \(-3.4\) meV. The simulation lets the composition fluctuate about \(m=0\), where the extra variance \(m^2S^2(1-m^2)\) noted above vanishes. The leading formula is too large in magnitude by about 6% of the simulated value.

A 32-site SQS found by search has \(\Pi_1=\Pi_2=\Pi_3=0\), so its energy is zero on this scale. It misses the whole 3.4 meV.

The free energy, obtained by integrating the simulated energy over \(\beta\), changes by \(-0.128\) mRy, or \(-1.7\) meV. The leading estimate is \(-V/(2kT)=-0.133\) mRy. The entropy change is
\[
\frac{\Delta S}{Nk}=\frac{-0.2513+0.1283}{6.334}=-0.019 ,
\]
a small reduction of the ideal value \(\ln2\simeq0.693\).

The correlations are less well described than the energy:

| Shell | First order | Second order | Simulated |
|---|---:|---:|---:|
| \(\alpha_1\) | −0.079 | −0.066 | −0.069 |
| \(\alpha_2\) | 0.039 | 0.064 | 0.060 |

For second neighbours the first-order value is about a third below the simulated one. The path sums show why the energy suffers less. Two second neighbours are joined by 4 paths of two first-neighbour steps, with sum \(4J_1^2=1.0\) mRy². Two first neighbours are joined by 4 such paths and by 4 that combine a first-neighbour and a second-neighbour step, with sum \(4J_1^2+4J_1J_2=0.5\) mRy². In the energy these enter with weights \(\frac12z_sJ_s\), which are \(3.0\) and \(-0.75\) mRy for the first and second shell:
\[
3.0\times0.5-0.75\times1.0=0.75\ \text{mRy}^3=\frac{K_3}{2}.
\]
The two second-order contributions partly cancel. That is a feature of these parameters, so a good energy estimate should not be taken as proof of good correlations.

Reversing both interactions makes like first neighbours favourable, while the second-shell interaction now favours unlike pairs. At 2000 K the simulated energy change is then \(-0.138\) mRy, against \(-0.129\) mRy for the original signs. Both are negative, and the difference has the sign and approximate size expected from \(K_3\). Near one-quarter composition (\(m\simeq-0.495\)), with the original signs at 2000 K, the simulated change is \(-0.073\) mRy against a leading estimate of \(-0.076\) mRy.

**What to do in practice**

If you have a cluster expansion, its pair interactions give \(V\) directly. With many-body interactions, \(V\) is still the variance of the total energy per site, but the pair formula is incomplete. You can also estimate \(V\) from the spread of the energies per atom of many random cells, all at the same composition:
\[
V=N\,\mathrm{Var}(E/N).
\]
The factor \(N\) is needed because the energy per atom fluctuates less in a larger cell. A single SQS energy cannot supply this spread.

Large cells are safer, for two reasons. The finite terms dropped from the variance matter when \(N\) is small. Periodic images also distort the sum. In a cubic cell two lattice constants wide, the second neighbours at \(+a\) and \(-a\) along an axis are the same atom. One pair then carries \(2J_2\) and contributes \(4J_2^2\), where two independent pairs would contribute \(2J_2^2\). For the model above at equal composition the two errors have opposite signs and nearly cancel in the 32-site cell, but that depends on the interactions and the composition and should not be relied on.

Alternatively, build a cell for the temperature you want: obtain the correlations at that temperature, and search for a cell that matches them instead of the random values. For the model above, a 32-site cell with \(\Pi_1=-0.063\) and \(\Pi_2=0.083\) has
\[
\frac EN=3.0(-0.0625)-0.75(0.0833)=-0.250\ \text{mRy},
\]
close to the simulated energy. Part of this agreement is compensation: \(\Pi_1\) is too weak and \(\Pi_2\) too strong, and the two energy errors nearly cancel. For other properties, a larger cell with a closer match would be safer.

**When these estimates apply**

The expansion is meant for a single-phase solution well above its ordering or unmixing temperature. A first check is the ratio of the second energy term to the first, \(|K_3|/(2VkT)\), which is 0.07 in the example at 1000 K. This ratio measures only the second term and says nothing about the later ones; \(K_3\) can also be small through cancellation, as it partly is here. Near a transition, use a simulation.

The correction also affects estimated transition temperatures. Suppose you compare an ordered phase with the SQS energy plus ideal entropy. The disordered phase is then given too high a free energy. If the free energy of the ordered phase is accurate, including its own thermal disorder, the real solution is still the more stable phase where your two curves cross on cooling, and your estimated ordering temperature is too high. If the ordered phase is instead taken as a perfect crystal with no configurational entropy, its free energy is too high as well, and the net error can have either sign. With nearest-neighbour interactions on the bcc lattice, for example, the perfectly ordered state has \(E/N=-4J\), and the curves cross at \(kT=4J/\ln2\simeq5.8J\). The equilibrium alloy is still ordered at that temperature, so in this case the estimate is too low.

There is a case in which the uncorrected SQS is the right model: a sample whose atoms really occupy the sites at random and cannot rearrange. If an alloy was instead equilibrated at some temperature and then cooled too fast for atoms to exchange places, it keeps the correlations of the temperature at which exchange stopped. Its configurational energy belongs to that temperature, not to the temperature of the measurement. The estimate \(-V/kT\) can be used with it only if that temperature is itself well above the ordering or unmixing temperature; otherwise simulate at that temperature.

## Numbers as computed

```
J1, J2 = 0.50, -0.25 mRy; 1 mRy = 13.6057 meV
variance per site V, formula = 1.6875 mRy^2
third cumulant per site K3 = 1.5000 mRy^3
sites in large crystal = 2048
shuffles, fraction 0.50: mean E/N = -0.0012 mRy
  V sampled = 1.723, V formula = 1.688 mRy^2
shuffles, fraction 0.25: mean E/N = 0.5618 mRy
  V sampled = 0.932, V formula = 0.949 mRy^2
SQS, 32 sites: Pi1, Pi2, Pi3 = 0.0000, 0.0000, 0.0000
SQS energy per site = 0.0000 mRy
partition sum over 32-site cells at 10000 K:
  free-energy / energy change = 0.496
T = 600 K, kT = 3.800 mRy
  energy change, simulated = -0.4100 +- 0.0007 mRy
  -V/kT = -0.4441 mRy, with K3 = -0.3921 mRy
  simulated / leading = 0.923
  alpha1, alpha2 simulated = -0.1067, 0.1198
  first order = -0.1316, 0.0658
  second order = -0.0970, 0.1350
T = 1000 K, kT = 6.334 mRy
  energy change, simulated = -0.2513 +- 0.0006 mRy
  -V/kT = -0.2664 mRy, with K3 = -0.2477 mRy
  simulated / leading = 0.943
  alpha1, alpha2 simulated = -0.0688, 0.0598
  first order = -0.0789, 0.0395
  second order = -0.0665, 0.0644
T = 2000 K, kT = 12.667 mRy
  energy change, simulated = -0.1294 +- 0.0006 mRy
  -V/kT = -0.1332 mRy, with K3 = -0.1285 mRy
  simulated / leading = 0.972
  alpha1, alpha2 simulated = -0.0367, 0.0257
  first order = -0.0395, 0.0197
  second order = -0.0364, 0.0260
1000 K energy change = -3.42 meV, leading = -3.63 meV
1000 K free-energy change = -0.1283 mRy = -1.75 meV
  leading = -0.1332 mRy, with K3 = -0.1270 mRy
1000 K entropy change = -0.0194 k per site, leading = -0.0210 k
reversed J, 2000 K: energy change = -0.1376 mRy, with K3 = -0.1379 mRy
  alpha1, alpha2 = 0.0428, -0.0125
unequal composition, 2000 K: m = -0.4953
  energy change = -0.0731 mRy, leading = -0.0759 mRy
cell matched at 1000 K: Pi1, Pi2 = -0.0625, 0.0833
  energy per site = -0.2500 mRy
```
